# Binding energy of a shallow donor from the effective-mass equation

A donor is an impurity atom that, built into a semiconductor crystal, has one valence electron more than the bonds around it need. When this electron moves away, the impurity is left with a net charge $+e$. Let the conduction band have a single minimum of energy $E_c$, around which the energy rises equally in all directions with effective mass $m^*=\mu m_0$, where $m_0$ is the free-electron mass. Let $\varepsilon$ be the static relative permittivity of the crystal. The binding energy $E_b>0$ is the energy needed to lift the electron from the donor ground state to the band edge $E_c$, not to the vacuum. The hydrogen quantities used for comparison are

$$
\mathrm{Ry}=\frac{m_0e^4}{2(4\pi\varepsilon_0)^2\hbar^2},\qquad
a_0=\frac{4\pi\varepsilon_0\hbar^2}{m_0e^2}.
$$

The result to be derived is

$$
E_n=E_c-\frac{E_b}{n^2},\qquad E_b=\mathrm{Ry}\,\frac{\mu}{\varepsilon^2},\qquad a_d=a_0\,\frac{\varepsilon}{\mu},
$$

with $n=1,2,\dots$ and $a_d$ the radius that replaces the Bohr radius. It is an approximation for an orbit much larger than the lattice constant and a binding energy much smaller than the band gap.

At distances of many lattice constants the crystal responds to the donor charge as a dielectric medium. The extra potential energy of the electron is then

$$
U(\mathbf r)=-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon}.
$$

Within about one lattice constant of the impurity this form is not reliable, because the screening is incomplete there and the core of the impurity differs from that of the host atom. In a polar crystal, the static $\varepsilon$ also requires the ions to follow the electron's motion, so $E_b$ must be small compared with the optical phonon energy.

Without the donor, the electron states of the band are Bloch functions. With $\mathbf k$ measured from the minimum at $\mathbf k_0$, and $V$ the crystal volume, they are

$$
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt V}\,e^{i(\mathbf k_0+\mathbf k)\cdot\mathbf r}\,u_{\mathbf k}(\mathbf r),
$$

where $u_{\mathbf k}$ has the period of the lattice and the cell average of $|u_{\mathbf k}|^2$ is 1. Their energies are $E_c(\mathbf k)$. A weak, slowly varying potential mixes mainly states of the same band, so we write $\psi=\sum_{\mathbf k}F(\mathbf k)\psi_{\mathbf k}$. Inserting this in the Schrödinger equation and projecting on $\psi_{\mathbf k}$ gives

$$
E_c(\mathbf k)F(\mathbf k)+\sum_{\mathbf k'}\langle\mathbf k|U|\mathbf k'\rangle F(\mathbf k')=E\,F(\mathbf k).
$$

The product $u_{\mathbf k}^*u_{\mathbf k'}$ is periodic and can be written as $\sum_{\mathbf G}B_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with reciprocal-lattice vectors $\mathbf G$. The matrix element becomes

$$
\langle\mathbf k|U|\mathbf k'\rangle=\frac1V\sum_{\mathbf G}B_{\mathbf G}\,\tilde U(\mathbf k-\mathbf k'-\mathbf G),\qquad
\tilde U(\mathbf q)=\int U(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
$$

To find $\tilde U$, we multiply $1/r$ by a damping factor $e^{-\lambda r}$, which makes the integral converge. The integral over angles is $\int_0^\pi e^{-iqr\cos\theta}\,2\pi\sin\theta\,d\theta=4\pi\sin(qr)/(qr)$. Hence

$$
\int\frac{e^{-\lambda r}}{r}e^{-i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\int_0^\infty e^{-\lambda r}\sin(qr)\,dr=\frac{4\pi}{q^2+\lambda^2},
$$

and letting $\lambda\to0$ gives $\tilde U(\mathbf q)=-4\pi C/q^2$. An orbit of radius $a_d$ contains wave vectors of order $1/a_d$, so $q\ll G$ for a large orbit. The terms with $\mathbf G\neq0$ are then smaller than the term with $\mathbf G=0$ by a factor of order $(q/G)^2$, and we drop them.

The remaining coefficient $B_0$ is the cell average of $u_{\mathbf k}^*u_{\mathbf k'}$. It equals 1 for $\mathbf k=\mathbf k'$. Normalization makes its first-order change purely imaginary, and this change can be removed by choosing the phases of the Bloch functions. Thus $B_0\approx1$ up to second order in the small wave vectors. When the change of $u_{\mathbf k}$ comes from coupling to the band across the gap, this deviation is of the order of the kinetic energy divided by the gap, which can be much larger than $(q/G)^2$. The corresponding average between different bands vanishes at $\mathbf k=\mathbf k'$ because the functions are orthogonal, so the mixing of other bands is weak if the gap is also large compared with $E_b$.

Near the minimum we use the leading term of the band energy, $E_c(\mathbf k)=E_c+\hbar^2k^2/(2m^*)$. The equation for the coefficients is now

$$
\frac{\hbar^2k^2}{2m^*}F(\mathbf k)+\frac1V\sum_{\mathbf k'}\tilde U(\mathbf k-\mathbf k')F(\mathbf k')=(E-E_c)F(\mathbf k).
$$

Define the envelope function $F(\mathbf r)=V^{-1/2}\sum_{\mathbf k}F(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$. Multiply the equation by $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ and sum over $\mathbf k$. Since the coefficients are concentrated at small $k$, the sum may be extended beyond the Brillouin zone with little error. In the first term $k^2$ becomes $-\nabla^2$. In the second we set $\mathbf k=\mathbf k'+\mathbf q$, and the double sum factorizes:

$$
\left[\frac1V\sum_{\mathbf q}\tilde U(\mathbf q)e^{i\mathbf q\cdot\mathbf r}\right]\left[\frac1{\sqrt V}\sum_{\mathbf k'}F(\mathbf k')e^{i\mathbf k'\cdot\mathbf r}\right]=U(\mathbf r)F(\mathbf r).
$$

The result is the effective-mass equation

$$
\left[-\frac{\hbar^2}{2m^*}\nabla^2-\frac{C}{r}\right]F(\mathbf r)=(E-E_c)F(\mathbf r).
$$

The periodic crystal potential no longer appears; its effect is contained in $m^*$ and $E_c$. Replacing $u_{\mathbf k}$ by $u_0$ in the expansion gives the full wavefunction, $\psi(\mathbf r)\approx F(\mathbf r)\,e^{i\mathbf k_0\cdot\mathbf r}u_0(\mathbf r)$. It oscillates within each cell like the band-edge state, while its amplitude follows the smooth function $F$.

To find the bound levels, set $F=\chi(r)Y_{lm}/r$ and $E-E_c=-\hbar^2\kappa^2/(2m^*)$ with $\kappa>0$. The angular part of $\nabla^2$ contributes $-l(l+1)/r^2$. Multiplying the equation by $-2m^*/\hbar^2$ and defining $a_d=\hbar^2/(m^*C)$ gives

$$
\chi''-\frac{l(l+1)}{r^2}\chi+\frac{2}{a_dr}\chi-\kappa^2\chi=0 .
$$

At large $r$ a bound solution must decay as $e^{-\kappa r}$, apart from powers of $r$. At small $r$ the solutions behave as $r^{l+1}$ or $r^{-l}$. The second kind is excluded: for $l\ge1$ it is not normalizable, and for $l=0$ it gives $F\propto1/r$, whose Laplacian contains a delta function that nothing in the equation balances. We therefore write $\chi=g\,w$ with $g=r^{l+1}e^{-\kappa r}$. From $g'/g=(l+1)/r-\kappa$ and $g''/g=(g'/g)^2+(g'/g)'$ it follows that

$$
\frac{g''}{g}=\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2 .
$$

The terms in $1/r^2$ and $\kappa^2$ cancel in the radial equation, leaving

$$
w''+2\left(\frac{l+1}{r}-\kappa\right)w'+\left[\frac{2}{a_d}-2\kappa(l+1)\right]\frac wr=0 .
$$

Insert $w=\sum_jc_jr^j$ and collect the coefficient of $r^{j-1}$:

$$
(j+1)(j+2l+2)\,c_{j+1}=2\left[\kappa(j+l+1)-\frac1{a_d}\right]c_j .
$$

Here the left side combines $(j+1)j$ from $w''$ and $2(l+1)(j+1)$ from $w'$. If the series does not stop, then $c_{j+1}/c_j\to2\kappa/j$ for large $j$. This is the ratio found in the series of $e^{2\kappa r}$, so $\chi$ grows as $e^{+\kappa r}$, up to powers of $r$, and cannot be normalized. The series must stop at some $j=\nu\ge0$, which requires $\kappa(\nu+l+1)=1/a_d$. With $n=\nu+l+1$,

$$
\kappa=\frac1{na_d},\qquad E_n=E_c-\frac{\hbar^2}{2m^*a_d^2}\,\frac1{n^2},\qquad n\ge l+1 .
$$

The binding energy is the case $n=1$. Using $a_d=\hbar^2/(m^*C)$ and the definition of $C$,

$$
E_b=\frac{\hbar^2}{2m^*a_d^2}=\frac{m^*C^2}{2\hbar^2}
=\frac{m_0e^4}{2(4\pi\varepsilon_0)^2\hbar^2}\,\frac{\mu}{\varepsilon^2}
=\mathrm{Ry}\,\frac{\mu}{\varepsilon^2},
$$

and likewise $a_d=4\pi\varepsilon_0\varepsilon\hbar^2/(\mu m_0e^2)=a_0\varepsilon/\mu$.

The two powers of the permittivity have separate origins. Since $\hbar^2/(m^*a_d)=C$, the binding energy can also be written as $E_b=C/(2a_d)$. One factor $1/\varepsilon$ comes from the weaker attraction $C$, the other from the larger orbit. A light mass also enlarges the orbit, because confining a light particle costs more kinetic energy. For $\mu=\varepsilon=1$ the formulas return to hydrogen with a fixed nucleus.

For the ground state, $l=0$ and $c_1=0$, so $F$ is a pure exponential. Its normalization follows from $4\pi\int_0^\infty r^2e^{-2r/a_d}dr=\pi a_d^3$:

$$
F(r)=\frac{e^{-r/a_d}}{\sqrt{\pi a_d^3}} .
$$

Because $|\nabla F|=F/a_d$, the mean of $k^2$ is $1/a_d^2$ and the mean kinetic energy is $\hbar^2/(2m^*a_d^2)=E_b$. The parabolic form of the band is therefore adequate if $E_b$ is small compared with the energy above $E_c$ at which the band departs clearly from a parabola. The margin should be wide, because a correction to the band energy proportional to $k^4$ enters with the mean of $k^4$, which is $5/a_d^4$. Where this departure comes mainly from coupling to the band across the gap, the gap sets that energy scale. The probability of finding the electron within a distance $R$ of the donor, with $s=R/a_d$, is

$$
P(R)=4\int_0^{s}x^2e^{-2x}dx=1-e^{-2s}(1+2s+2s^2),
$$

since the derivative of $-e^{-2x}(1+2x+2x^2)$ is $4x^2e^{-2x}$. This probability measures the weight of the region where $-C/r$ is unreliable.

Take as round model parameters $\mu=0.10$, $\varepsilon=12$, a lattice constant of $0.50\ \mathrm{nm}$ and a gap of $1.0\ \mathrm{eV}$. Then

$$
E_b=13.6057\ \mathrm{eV}\times\frac{0.10}{12^2}=9.45\ \mathrm{meV}=1.51\times10^{-21}\ \mathrm J,
$$

$$
a_d=0.05292\ \mathrm{nm}\times\frac{12}{0.10}=6.35\ \mathrm{nm}.
$$

The levels $n=2$ and $n=3$ lie $2.36$ and $1.05\ \mathrm{meV}$ below the band edge. Doubling the mass alone would raise the binding energy to $18.9\ \mathrm{meV}$; doubling the permittivity alone would lower it to $2.36\ \mathrm{meV}$.

The orbit radius is 12.7 lattice constants, and $E_b$ is about 0.9% of the gap. This ratio is not itself the error. For a band with $\epsilon(1+\epsilon/E_g)=\hbar^2k^2/(2m^*)$, where $\epsilon$ is the energy above $E_c$ and $E_g$ the gap, the $k^4$ term alone raises the binding energy to first order by the fraction $5E_b/E_g$, close to 5% here. The neglected band-mixing terms are of the same order in $E_b/E_g$ and can offset part of it. With $q=1/a_d$ and $G=2\pi/(0.50\ \mathrm{nm})$, the factor $(q/G)^2$ is $1.6\times10^{-4}$. It compares single matrix elements; the relative error in the energy can be larger, because many vectors $\mathbf G$ and also larger values of $q$ contribute. The probability within one lattice constant is $P=5.8\times10^{-4}$. These numbers support the approximation, but a small probability can still meet a strong potential. Suppose that the true potential energy is lower than $-C/r$ by $1\ \mathrm{eV}$ throughout a sphere of radius $0.50\ \mathrm{nm}$. To first order the ground state is lowered by $1\ \mathrm{eV}\times5.8\times10^{-4}=0.58\ \mathrm{meV}$, about 6% of $E_b$. This is an underestimate, because the well also draws the electron inward: solving the radial equation numerically with the well included gives $0.89\ \mathrm{meV}$, about 9%. Both values assume the parabolic band, which does not hold in a well as deep as the gap and one lattice constant in radius. With the non-parabolic band above, the same well shifts the level several times more, so these numbers show the sensitivity to the core and are not a prediction. Such a central-cell correction depends on the chemical species of the donor, whereas the hydrogenic energy does not. For $s\ll1$ the probability is approximately $4s^3/3$, so this first-order shift falls as $1/a_d^3$ while $E_b=C/(2a_d)$ falls as $1/a_d$ at fixed $C$.

The opposite limit shows where the formula fails. With $\mu=1$ and $\varepsilon=5$ it would give $E_b=13.6057/25=0.54\ \mathrm{eV}$ and $a_d=0.26\ \mathrm{nm}$. The orbit would be smaller than the lattice constant, and $E_b$ would be over half of the assumed gap. Neither the dielectric potential nor the restriction to small wave vectors is then justified, so $0.54\ \mathrm{eV}$ cannot be taken as a prediction.

The step from crystal to envelope can be examined in one dimension, where the full problem is small enough to diagonalize. In units with $\hbar=m_0=1$ and unit lattice constant, take the crystal potential $3\cos(2\pi x)$. A plane-wave calculation gives a gap of 2.996 between the first two bands, and the curvature of the second band at its minimum gives an effective mass of 0.1312. Now add an impurity potential $-A/\sqrt{x^2+b^2}$ and diagonalize the whole Hamiltonian in plane waves in a periodic box of 240 cells. For $A=0.50$, $b=4$, the lowest level split off from the second band lies 0.06319 below the edge, while the envelope equation gives 0.06328. For $A=0.25$, $b=8$, the values are 0.015814 and 0.015820.

Relative to the full calculation, the envelope equation is thus in error by 0.14% and 0.035%. Halving $A$ and doubling $b$ doubles the lengths in the envelope equation and divides its energies by four; the relative error also falls by about four. For this fixed crystal the relative error is therefore proportional to the binding energy, at about 0.07 times the ratio of binding energy to gap; that coefficient belongs to this crystal and impurity shape. This smooth potential tests the elimination of the crystal potential, but not the Coulomb singularity.

A three-dimensional lattice model includes a Coulomb centre. Let an electron hop between neighbouring sites of a simple cubic lattice of spacing $d$, with band energy

$$
E(\mathbf k)-E_c=2t\sum_{i=x,y,z}(1-\cos k_id)\approx td^2k^2 .
$$

Comparison with $\hbar^2k^2/(2m^*)$ gives $t=\hbar^2/(2m^*d^2)$. Place the donor at the centre of a cube of sites, so that $-C/r$ is finite on every site. Iterative diagonalization, in a box reaching at least $7a_d$ from the donor along each axis, gives the ground state. Its binding energy is 0.915, 0.975 and 0.993 times the hydrogenic value for $a_d/d=1.5$, 3 and 6. The deviation shrinks from 8.5% to 0.7% of the hydrogenic value as the orbit grows. These percentages belong to this lattice and donor position; they are not universal corrections.

The derivation assumed one isotropic minimum. If the mass depends on direction, the kinetic term is no longer proportional to $k^2$ and the spherical solution does not apply. If there are several equivalent minima, the short-range potential can couple them and split the ground level. The derivation also assumed isolated donors. For a concentration $N_D$ this requires $N_Da_d^3\ll1$, or in the example $N_D\ll1/(6.35\times10^{-7}\ \mathrm{cm})^3\approx4\times10^{18}\ \mathrm{cm^{-3}}$. The inequality has to hold by a wide margin. The Mott criterion, $N_D^{1/3}a_d\approx0.26$, places the change to metallic conduction at $N_Da_d^3\approx0.02$, or about $7\times10^{16}\ \mathrm{cm^{-3}}$ in the example. Around this density and above it, the orbits overlap so much that the level of a single donor loses its meaning.

The binding energy enters the number of electrons that the incorporated donors supply, but does not fix it alone. Consider thermal equilibrium with a low electron density $n_e$ in the band. Let $E_F$ be the Fermi energy, $T$ the temperature and $k_B$ the Boltzmann constant. Keep just the donor ground level, which can hold one electron of either spin. The ratio of neutral to ionized donors is $2e^{(E_F-E_c+E_b)/k_BT}$. In the band, $n_e=N_ce^{(E_F-E_c)/k_BT}$, where $N_c$ is the effective density of band states. Eliminating $E_F$ gives

$$
\frac{N_{\mathrm{neutral}}}{N_{\mathrm{ionized}}}=\frac{2n_e}{N_c}\,e^{E_b/k_BT}.
$$

At $300\ \mathrm K$, $k_BT=25.9\ \mathrm{meV}$ exceeds the example's $E_b$, so the exponential is only about 1.4. Most donors are then ionized if $n_e\ll N_c$. On cooling, the exponential grows and $N_c$ decreases, so at a given $n_e$ a larger share of the donors is neutral. The estimate omits excited donor levels, which can also hold electrons. This matters when $k_BT$ is not small compared with $E_b$: in the example at $300\ \mathrm K$, the four $n=2$ orbitals together have a weight $4e^{-3E_b/(4k_BT)}\approx3$ relative to the ground orbital. Higher levels add to this weight, so the formula then gives no reliable value for the neutral share. It becomes reliable on cooling to $k_BT\ll E_b$. It too is limited to isolated donors.
